# Does an asymmetric barrier rectify in a coherent quantum point contact?

## Question

I am modelling the high-resistance state of an oxide memory cell as a quantum point contact. The conducting filament has a narrow neck, which acts as a tunnel barrier for a single transverse mode. My barrier is steep on the left and gentle on the right, so I expected the contact to pass electrons more easily in one direction.

I computed the transmission \(T(E)\) once, at zero bias, and put it into the Landauer formula. When I move the two chemical potentials by \(\pm eV/2\), I get no rectification. When I leave the right one alone and move the left one by \(eV\), I get 324 nA at +0.1 V and −83 nA at −0.1 V. The barrier is the same in both cases. Which result is right, and does the asymmetry of the barrier matter?

## Answer

Each result is right for its own assumption about where the barrier sits in energy when the bias is applied. An asymmetric barrier does not rectify by itself; the bias must also change the transmission relative to the mean chemical potential. To see this, separate two questions: what an asymmetric barrier does at fixed \(T(E)\), and how the bias changes \(T\).

### Fixed transmission

Let both reservoirs have the same temperature, and let transport between them be coherent and elastic. Define

\[
\mu_L=\mu+\tfrac{eV}{2},\qquad \mu_R=\mu-\tfrac{eV}{2},\qquad e>0 .
\]

Positive \(V\) thus raises the electron energies on the left, which is the electrically negative side. I count \(I\) as positive when the net electron flow is from left to right.

In one mode, the electrons moving towards the barrier in an energy interval \(dE\) arrive at a rate \(f\,dE/h\) per spin, because the one-dimensional density of states cancels the velocity. With two spins,

\[
I=\frac{2e}{h}\int\left[T_{\rightarrow}(E)f_L(E)-T_{\leftarrow}(E)f_R(E)\right]dE ,
\]

where \(f_L\) and \(f_R\) are Fermi functions with chemical potentials \(\mu_L\) and \(\mu_R\).

Could an asymmetric barrier have \(T_\rightarrow\neq T_\leftarrow\)? Write the scattering matrix for flux-normalized amplitudes:

\[
S=\begin{pmatrix} r&t'\\ t&r'\end{pmatrix},\qquad S^\dagger S=SS^\dagger=1 .
\]

It is unitary because flux is conserved. The upper-left element of \(S^\dagger S\) gives \(|r|^2+|t|^2=1\), and that of \(SS^\dagger\) gives \(|r|^2+|t'|^2=1\). Hence \(|t|^2=|t'|^2\), or \(T_\rightarrow=T_\leftarrow=T\), whatever the shape. With several modes, the traces of the corresponding blocks give the same equality for the summed transmission. The current becomes

\[
I(V)=\frac{2e}{h}\int T(E)\,[f_L(E)-f_R(E)]\,dE .
\]

Reversing \(V\) exchanges \(f_L\) and \(f_R\). If \(T(E)\) does not depend on \(V\), the integrand changes sign at every energy, so

\[
I(-V)=-I(V).
\]

This holds at any bias and any common temperature, not just in linear response. The curve may still be nonlinear.

Equal temperatures are needed. If they differ, a thermoelectric current generally flows at \(V=0\), whereas an odd function must vanish there.

### What your one-sided calculation assumes

With \(\mu_L=\mu+eV\) and \(\mu_R=\mu\), substitute \(E=E'+eV/2\). The Fermi functions return to their symmetric positions, and

\[
I=\frac{2e}{h}\int T\!\left(E'+\tfrac{eV}{2}\right)[f_L(E')-f_R(E')]\,dE' .
\]

Relative to the mean chemical potential, the transmission curve now moves with bias. You have tied the whole barrier to the right electrode. The asymmetric current comes from that assumption and would appear for a symmetric barrier too, if its transmission varies with energy.

### When the bias changes the barrier

In a real contact the voltage drops across some region and deforms the barrier, so \(T=T(E,V)\). Adding the currents at \(V\) and \(-V\) gives

\[
I(V)+I(-V)=\frac{2e}{h}\int[T(E,V)-T(E,-V)]\,(f_L-f_R)\,dE .
\]

At small bias the first bracket is \(2V(\partial T/\partial V)_0\) and the second is \(eV(-f')\), where \(f'=df/dE\) at equilibrium. To leading order,

\[
I(V)+I(-V)=\frac{4e^2}{h}V^2\int\left(\frac{\partial T}{\partial V}\right)_0(-f')\,dE .
\]

A contact that is mirror symmetric, including its potential drop, does not rectify. Reversing \(V\) then gives the mirror image of the potential, so \(T_\rightarrow(E,-V)=T_\leftarrow(E,V)=T_\rightarrow(E,V)\).

For other contacts, let \(s(x)\) be the fraction of the voltage dropped to the left of \(x\). The electron potential energy is

\[
U(x,V)=U_0(x)+eV\left[\tfrac12-s(x)\right].
\]

In the semiclassical tunnelling regime, \(\ln T\simeq-2\int\kappa\,dx\) between the turning points, with \(\kappa^2=2m(U-E)/\hbar^2\). Differentiating \(\kappa^2\) gives

\[
\frac{\partial\kappa}{\partial E}=-\frac{m}{\hbar^2\kappa},\qquad
\frac{\partial\kappa}{\partial V}=\frac{m e}{\hbar^2\kappa}\left(\tfrac12-s\right).
\]

The turning points also move, but \(\kappa=0\) there, so this adds nothing at first order. Therefore

\[
\alpha\equiv\frac{\partial\ln T}{\partial E}=2\int\frac{m}{\hbar^2\kappa}\,dx,\qquad
\frac{\partial\ln T}{\partial V}=\alpha e\left(\xi-\tfrac12\right),\qquad
\xi=\frac{\int s\,\kappa^{-1}dx}{\int\kappa^{-1}dx}.
\]

The number \(\xi\) says how the tunnelling region divides the voltage. Barrier shape enters through the weight \(1/\kappa\), and the electrostatics enters through \(s\). Both \(\alpha\) and \(\xi\) depend on energy through \(\kappa\). At this order, \(\xi=1/2\) removes the bias dependence of \(T\) at the energy where it holds, but not necessarily at other energies.

### The point-contact current law

Now measure energies from \(\mu\) and approximate the barrier by an inverted parabola with constant \(\alpha\) and \(\xi\):

\[
T(E,V)=\frac{1}{1+e^{-\alpha(E-\Phi_V)}},\qquad \Phi_V=\Phi+\left(\tfrac12-\xi\right)eV .
\]

At zero temperature the integral runs from \(-eV/2\) to \(eV/2\). An antiderivative of \(T\) is \(\alpha^{-1}\ln[1+e^{\alpha(E-\Phi_V)}]\). At the upper limit \(E-\Phi_V=\xi eV-\Phi\), and at the lower limit it is \(-(1-\xi)eV-\Phi\). Thus

\[
I=\frac{2e}{h\alpha}\ln\frac{1+e^{-\alpha(\Phi-\xi eV)}}{1+e^{-\alpha[\Phi+(1-\xi)eV]}} .
\]

Deep in tunnelling both exponentials are small, and \(\ln(1+z)\simeq z\) gives

\[
I\simeq\frac{2e}{h\alpha}e^{-\alpha\Phi}\left[e^{\alpha\xi eV}-e^{-\alpha(1-\xi)eV}\right]
=\frac{4e}{h\alpha}e^{-\alpha\Phi}e^{\alpha(\xi-1/2)eV}\sinh\frac{\alpha eV}{2}.
\]

The hyperbolic sine is odd, so for \(V>0\)

\[
\frac{I(V)}{|I(-V)|}\simeq e^{\alpha(2\xi-1)eV}.
\]

### Numbers for a filament

Take a constriction of length \(L=3\) nm with its barrier top at \(a=1\) nm:

\[
U_0(x)=-W+(W+\Phi_0)\begin{cases}\sin^2[\pi x/(2a)],&x<a\\ \cos^2[\pi(x-a)/(2(L-a))],&x>a.\end{cases}
\]

Here \(W=1\) eV, \(\Phi_0=0.3\) eV, the mass is the free-electron mass and the temperature is 300 K. At \(E=\mu\) the turning points are at 0.681 and 1.638 nm, and the wave solution gives \(T(\mu)=0.0160\).

With this \(T(E)\) held fixed and symmetric chemical potentials, the currents at ±0.1 V are +165.6 and −165.6 nA. The estimate \((2e^2/h)T(\mu)V\) is \(77.48\ \mu\mathrm{S}\times0.0160\times0.1\ \mathrm V=124\) nA. The full value is larger because \(T\) grows roughly as \(e^{\alpha E}\) near \(\mu\). Its average over a window symmetric about \(\mu\) contains \(\cosh(\alpha E)>1\). The bias window \(\pm eV/2\) alone, at zero temperature, raises the current only to 134 nA. The larger part of the increase comes from thermal smearing at 300 K, which puts about half the current at energies outside that window.

Next let the voltage drop linearly, \(s=x/L\), and recompute \(T\) at each bias. The currents at ±0.1 V become +143.2 and −191.0 nA, a ratio of 0.750. The barrier top is at \(s=1/3\), so positive bias raises it relative to the mean chemical potential.

The wave solution gives \(\alpha=14.12\ \mathrm{eV^{-1}}\) and \(\xi=0.398\); the semiclassical integral gives \(\xi=0.402\). The predicted ratio is

\[
\exp[14.12\times(2\times0.3984-1)\times0.1]=e^{-0.287}=0.751 .
\]

For the point-contact law, matching \(T(\mu)\) gives \(\Phi=\ln(1/T-1)/\alpha=0.2915\) eV. The prefactor \(2e/(h\alpha)\) is 5486 nA when \(\alpha\) is in eV\(^{-1}\), and the two logarithms at +0.1 V are 0.02819 and 0.00694. Their difference gives 116.6 nA. At −0.1 V the law gives −154.4 nA, so the ratio is 0.755. These currents are about 19% below the wave results, almost entirely because the law is for zero temperature and the wave results include 300 K broadening.

Now keep the same barrier and confine the drop to the region between the zero-bias turning points. The currents at ±0.1 V become +169.8 and −155.2 nA. The ratio is 1.09, so the preferred direction has reversed. Two thirds of this region lies to the right of the barrier top, and \(\xi\) rises to 0.544. The exponential formula gives 1.13, which overstates this weak effect. The formula uses \(\alpha\) and \(\xi\) at \(\mu\) only and ignores their variation over the energies that carry the current.

A symmetric barrier of the same height, centred at 1.5 nm, makes the complementary point. At 0.1 V its ratio is 1.000 with a linear drop, but 0.521 with \(s=(x/L)^2\).

Your one-sided calculation corresponds to \(s=1\) throughout, the band bottom of the left lead included, hence \(\xi=1\). (An abrupt drop over the first 0.02 nm, with the left lead shifted by the bias, gives a ratio of 3.7 instead.) The formula then gives \(e^{1.412}=4.1\), close to your ratio of 3.9.

### A check from time evolution

The oddness at fixed potential can also be tested without assuming the Landauer formula. I took a chain of 600 sites with unit hopping and two barrier sites at energies 1.2 and 0.3. Its halves were filled to \(-0.8\pm0.4\) at \(kT=0.1\), joined, and evolved in time. Before reflections from the ends returned, the mean current was 0.0846. Exchanging the fillings gave −0.0846, in units of hopping\(/\hbar\).

I then shifted the site energies with the bias, tying the barrier to the left half. The currents became 0.0488 and −0.0964. The Landauer values agree with the evolved ones within 1% in all four cases.

### How far this carries over to a device

These parameters are meant for the rough regime of a hafnium-oxide filament read at 0.1 to 0.2 V. They do not describe a particular cell. The fixed-\(T\) conductance at 0.1 V is 1.66 µS, or about 0.02 of \(2e^2/h\), a plausible high-resistance value. At 0.1 V the field is 0.33 MV/cm for the linear drop and 1.0 MV/cm for the confined one, below the rough breakdown scale of a few MV/cm. At 0.2 V these fields double, and the confined one comes close to that scale.

Of the changes tried here on the asymmetric barrier, the choice of potential drop moves the ratio most, and neither profile is self-consistent. Changing from one to the other moves the ratio from 0.75 to 1.09, and these values are not bounds. Other changes, made with the linear drop at 0.1 V, have these effects:

- Lowering the barrier top by 0.083 eV, a mid-gap image estimate for plane electrodes 3 nm apart and relative permittivity 4, raises the forward current to 394 nA. The ratio stays near 0.74.
- Halving the mass raises the forward current to 432 nA and moves the ratio to 0.84.
- Tunnelling masses quoted for hafnium oxide are often lighter still, roughly 0.1 to 0.2 of the free-electron mass. At 0.2 the same barrier has \(T(\mu)=0.157\), a forward current of 1.2 µA and a ratio of 0.94 (1.10 with the confined drop). It is then no longer deep in tunnelling. The low conductance and the size of the rectification quoted above rely on the heavy mass, or on a higher or wider barrier.

At fixed \(T\), heating the left reservoir by 10 K produces 1.7 nA at zero bias, about 1% of the current at 0.1 V. In a hard-wall neck of radius 0.41 nm, the next modes above the lowest one form a degenerate pair with a summed transmission of about \(7\times10^{-10}\) at \(\mu\), which is negligible here. That radius is atomic in scale, however, so the effective-mass picture is itself rough.

Coherence is less secure. The semiclassical traversal time \(\hbar\alpha/2\), with the semiclassical value \(\alpha=14.38\ \mathrm{eV^{-1}}\), is 4.7 fs. Multiplied by a rough phonon energy of 0.07 eV and divided by \(\hbar\), it gives 0.5. This is not small enough to rule out inelastic tunnelling, which the argument above does not cover.

A comparison of the two polarities also requires the filament to keep the same atomic structure. If it switches between sweeps, the two currents belong to different barriers. For an unchanged, coherent contact with reservoirs at equal temperature, a measured even part of \(I(V)\) shows that the transmission, with energies measured from the mean chemical potential, depends on the sign of the bias. It does not by itself tell you which side of the barrier is steeper. The numerical output below gives the remaining voltages and intermediate values.

## Computed values

```
Constriction length 3.0 nm, barrier top at 1.0 nm
Barrier top 0.30 eV above mu, end floors 1.00 eV below mu
Temperature 300 K, kT = 25.85 meV, mass = 1 m_e
Conductance quantum 2e^2/h = 77.481 uS
Turning points at mu: 0.681 nm and 1.638 nm
T(mu) at zero bias = 0.01603
T(mu) at 0.1 V: slices 0.013870, direct integration 0.013869
Largest relative left/right difference of T: 8.0e-15
Same with 0.2 V tilt: 1.1e-14
Fixed T, 0.05 V: I(+) 0.07835 uA, I(-) -0.07835 uA
Fixed T, 0.10 V: I(+) 0.16564 uA, I(-) -0.16564 uA
Fixed T, 0.20 V: I(+) 0.40676 uA, I(-) -0.40676 uA
Linear drop, 0.05 V: I(+) 0.07287 uA, I(-) -0.08417 uA, ratio 0.8657
Linear drop, 0.10 V: I(+) 0.14318 uA, I(-) -0.19102 uA, ratio 0.7495
Linear drop, 0.20 V: I(+) 0.30295 uA, I(-) -0.53799 uA, ratio 0.5631
Even part I(V)+I(-V) at 0.01 V: -443.675 pA
Even part from small-bias formula: -443.327 pA
Symmetric barrier, linear drop, 0.1 V: ratio 1.000000
Symmetric barrier, drop s=(x/L)^2, 0.1 V: ratio 0.5208
alpha: wave 14.123 /eV, semiclassical 14.378 /eV
xi, linear drop: wave 0.3984, semiclassical 0.4015
xi, drop in forbidden region: wave 0.5439, semiclassical 0.5471
xi at 16 m_e, linear_drop: wave 0.4015, semiclassical 0.4015
xi at 16 m_e, forbidden_drop: wave 0.5470, semiclassical 0.5471
Effective parabola height 0.2915 eV
Point-contact law, 0 K, 0.1 V: I(+) 0.11658 uA, I(-) -0.15443 uA
Point-contact law, 0 K, 0.1 V: ratio 0.7549
Deep-tunnelling ratio exp[alpha(2xi-1)eV] = 0.7506
Forbidden-region drop, 0.1 V: I(+) 0.16982 uA, I(-) -0.15522 uA, ratio 1.0940
Fixed T, only mu_L moved, 0.1 V: I(+) 0.32403 uA, I(-) -0.08273 uA, ratio 3.9169
Lattice: barrier sites 1.2, 0.3; mu -0.8, kT 0.1, bias 0.8 (hopping units)
Lattice evolved, fixed potential: I(+) 0.08463, I(-) -0.08463 (hopping/hbar)
Lattice Landauer, fixed potential: I(+) 0.08463, I(-) -0.08463 (hopping/hbar)
Lattice evolved, barrier tied to left: I(+) 0.04880, I(-) -0.09644 (hopping/hbar)
Lattice Landauer, barrier tied to left: I(+) 0.04880, I(-) -0.09645 (hopping/hbar)
Mean field, linear drop, 0.1 V: 0.333 MV/cm
Field, forbidden-region drop, 0.1 V: 1.045 MV/cm
Left end 10 K hotter: zero-bias current 1.7095 nA
Image lowering at midgap (eps_r 4): 0.0832 eV
With top lowered so: I(+) 0.39369 uA, ratio 0.7449
With mass 0.5 m_e: I(+) 0.43248 uA, ratio 0.8399
Hard-wall neck radius 0.412 nm, second-mode top 2.300 eV
Second-mode pair: summed T(mu) = 6.89e-10
Semiclassical traversal time 4.73 fs
Phonon 0.07 eV times traversal time / hbar = 0.503
```
